# The inverse-cube two-point extrapolation of correlation energies

## From the form of the answer to the inverse-cube law

Suppose that the correlation energy of an atom or molecule has been computed in two basis sets of one family, with results $E_X$ and $E_Y$, and that the limit $E_\infty$ of a complete basis is to be estimated from these two numbers. Two symmetries nearly fix the answer. The first is a shift: if both energies contain a further part $c$ that is already converged, the limit must contain the same part. The estimate $F(E_X,E_Y)$ therefore obeys

$$F(E_X+c,\,E_Y+c)=F(E_X,E_Y)+c .$$

Choosing $c=-E_X$ gives $F(E_X,E_Y)=E_X+F(0,E_Y-E_X)$, so that beyond $E_X$ itself the estimate depends on the difference of the two energies alone. The second symmetry is dimensional. No other energy has been supplied, so a change of the unit of energy must multiply the estimate by the same factor as the data. A function of one energy difference that scales in this way is proportional to the difference, with a constant that may differ for the two signs of the difference, because a change of unit is a positive factor. For a given sign, for instance when the larger basis gives the lower energy,

$$E_\infty=E_X+k\,(E_X-E_Y) . \tag{1}$$

The weights of the two energies are $1+k$ and $-k$, and their sum is one. What remains is the pure number $k$, which depends on how the error falls with the size of the basis.

Let $X$ be the cardinal number of the basis set: 3 for triple zeta, 4 for quadruple zeta. If the error is a pure power, $E_X-E_\infty=AX^{-p}$, then (1) requires $-AX^{-p}=kA(X^{-p}-Y^{-p})$. Dividing by $-AX^{-p}$ gives $1=k\left[(X/Y)^p-1\right]$, or

$$k=\frac{1}{(X/Y)^p-1} . \tag{2}$$

A power law has no scale of its own, so the ratio $X/Y$ is all that enters. The physics lies in the exponent $p$. For the correlation energy of electrons with opposite spins it is 3, and the reason is the behaviour of the wave function where two electrons meet.

The simplest case that shows this is a pair of electrons with opposite spins in one s orbital $\phi(r)$, real and normalized. Hartree atomic units are used throughout. Let $h$ be the one-electron Hamiltonian, the kinetic energy plus a spherical potential, with $h\phi=\varepsilon\phi$. The unperturbed problem has $H_0=h(1)+h(2)$, $\psi_0=\phi(r_1)\phi(r_2)$ and $E_0=2\varepsilon$. The repulsion $W=1/r_{12}$ is treated as the perturbation. With $E_1=\langle\psi_0|W|\psi_0\rangle$, the first-order function $\psi_1$, taken orthogonal to $\psi_0$, and the second-order energy are given by

$$(H_0-E_0)\psi_1=-(W-E_1)\psi_0,\qquad E_2=\langle\psi_0|W|\psi_1\rangle . \tag{3}$$

Both $W$ and $\psi_1$ depend on the distances $r_1$, $r_2$ and on $u=\cos\theta_{12}$, where $\theta_{12}$ is the angle between the two position vectors. They can be expanded in Legendre polynomials,

$$W=\sum_l w_l(r_1,r_2)P_l(u),\qquad \psi_1=\sum_l f_l(r_1,r_2)P_l(u) .$$

By the addition theorem, $P_l(\cos\theta_{12})$ is a sum of products of one spherical harmonic of degree $l$ for each electron. The term $f_lP_l$ can therefore be built from one-electron functions of angular momentum $l$ and from no others. A basis that stops at angular momentum $L$ loses all terms with $l>L$, and the question becomes how much energy they carry.

The average of $P_lP_{l'}$ over the angle, $\tfrac12\int_{-1}^{1}P_lP_{l'}\,du$, is zero for $l\neq l'$ and $1/(2l+1)$ for $l=l'$. The second-order energy thus splits into partial-wave energies, $E_2=\sum_l e_l$, with

$$e_l=\frac{(4\pi)^2}{2l+1}\int_0^\infty\!\!\int_0^\infty w_l\,f_l\,\phi(r_1)\phi(r_2)\,r_1^2r_2^2\,dr_1dr_2 . \tag{4}$$

The Hartree-Fock function of this pair contains s orbitals alone, so every partial wave with $l\ge1$ belongs to the correlation energy.

For high $l$ the whole of $\psi_1$ is not needed. The Legendre coefficients of a function that is smooth in $u$ fall off faster than any power of $l$. A power law can come from places where the function is not smooth, and the place that matters here is the coalescence of the two electrons, where $W$ diverges. There $\psi_1$ must contain a part on which the kinetic energy produces a compensating divergence. The trial part $a\,r_{12}\psi_0$ does so. For each electron $\nabla^2r_{12}=2/r_{12}$, and therefore

$$\left(-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2\right)r_{12}=-\frac{2}{r_{12}} .$$

Equation (3) demands $-\psi_0/r_{12}$ on the right, which fixes $a=\tfrac12$. To see what is left over, let $H_0-E_0$ act on the complete product. Since $(H_0-E_0)\psi_0=0$, there remain the term just found and the cross terms of the product rule. With $\nabla_1r_{12}=\hat{\mathbf r}_{12}$ and $\nabla_2r_{12}=-\hat{\mathbf r}_{12}$,

$$(H_0-E_0)\,\tfrac12r_{12}\psi_0=-\frac{\psi_0}{r_{12}}-\tfrac12\,\hat{\mathbf r}_{12}\cdot(\nabla_1-\nabla_2)\psi_0 .$$

Subtracting this from (3) shows that the remainder $\chi=\psi_1-\tfrac12r_{12}\psi_0$ obeys

$$(H_0-E_0)\chi=E_1\psi_0+\tfrac12\,\hat{\mathbf r}_{12}\cdot(\nabla_1-\nabla_2)\psi_0 .$$

At coalescence the two gradients of $\phi(r_1)\phi(r_2)$ are equal, so their difference vanishes in proportion to $r_{12}$. The source of $\chi$ has no divergence, and its non-smooth part is of first order in $r_{12}$. The kinetic energy contains two derivatives, so the non-smooth part of $\chi$ is of third order. A partial wave of degree $l$ resolves angles of about $1/l$, that is, separations $r_{12}$ of about $r/l$. By this scaling argument a third-order term contributes less than the first-order one by a factor of about $l^{-2}$. For electrons whose distances from the nucleus differ by no more than about $r/l$, $f_l$ is therefore, to leading order at high $l$, the Legendre coefficient of $\tfrac12r_{12}$ multiplied by $\psi_0$. At other distances this need not hold, but they do not affect the leading term of the energy, as the factor $t^{2l}$ in (7) will show.

The expansions of $1/r_{12}$ and $r_{12}$ are now needed. Let $r_>$ be the larger and $r_<$ the smaller of the two distances, and let $t=r_</r_>$. Then $r_{12}=r_>\sqrt{1-2ut+t^2}$, and the generating function of the Legendre polynomials gives

$$\frac1{r_{12}}=\frac1{r_>}\sum_l t^lP_l(u),\qquad w_l=\frac{t^l}{r_>} . \tag{5}$$

For $r_{12}$ itself, write $r_{12}=r_{12}^2/r_{12}$:

$$r_{12}=r_>\,(1+t^2-2ut)\sum_k t^kP_k(u) .$$

The factor $u$ is removed with the recurrence $(2k+1)\,uP_k=(k+1)P_{k+1}+kP_{k-1}$. A given $P_l$ then arises from $k=l-1$ with the factor $l/(2l-1)$ and from $k=l+1$ with the factor $(l+1)/(2l+3)$. Its coefficient in $r_{12}/r_>$ is

$$t^l+t^{l+2}-\frac{2l}{2l-1}\,t^l-\frac{2l+2}{2l+3}\,t^{l+2}
=t^l\left[\frac{t^2}{2l+3}-\frac{1}{2l-1}\right] . \tag{6}$$

Equations (5) and (6) go into (4). The factors $r_>$ and $1/r_>$ cancel. The orbital factors combine into the radial density $n(r)=4\pi r^2\phi(r)^2$, whose integral over $r$ is one. The regions $r_2<r_1$ and $r_1<r_2$ contribute equally, and this factor 2 cancels the $\tfrac12$ in front of $r_{12}$. In the first region put $r_1=r$ and $r_2=rt$, so that $dr_2=r\,dt$:

$$e_l\simeq\frac1{2l+1}\int_0^\infty\!dr\,r\,n(r)\int_0^1\!dt\;n(rt)\,t^{2l}\left[\frac{t^2}{2l+3}-\frac1{2l-1}\right] . \tag{7}$$

For high $l$ the factor $t^{2l}$ confines the integral to $t$ near 1, where the electrons are at nearly the same distance from the nucleus. In leading order $n(rt)$ may be replaced by $n(r)$. With $\lambda=l+\tfrac12$ one has $2l+1=2\lambda$, $2l+3=2(\lambda+1)$ and $2l-1=2(\lambda-1)$, and the integral over $t$ is elementary:

$$\frac1{4(\lambda+1)^2}-\frac1{4\lambda(\lambda-1)}
=\frac{\lambda^2-\lambda-(\lambda^2+2\lambda+1)}{4\lambda(\lambda-1)(\lambda+1)^2}
=-\frac{3\lambda+1}{4\lambda(\lambda-1)(\lambda+1)^2} .$$

Each term on the left is of order $\lambda^{-2}$, but these leading parts cancel, and the difference tends to $-3/(4\lambda^3)$. The prefactor $1/(2\lambda)$ supplies the fourth power:

$$e_l\to-\frac{C}{(l+\frac12)^4},\qquad C=\frac38\int_0^\infty n(r)^2\,r\,dr . \tag{8}$$

After such a cancellation the replacement of $n(rt)$ deserves a check. The next term of its expansion is $-(1-t)\,r\,n'(r)$. Its radial factor is $-\int r^2nn'\,dr=-\tfrac12\int r^2(n^2)'\,dr=\int r\,n^2\,dr$ after integration by parts, the same integral as in $C$. For the factor in $t$, put $x=1-t$; then $t^{2l}\simeq e^{-2\lambda x}$ and the bracket is $-1/\lambda^2-x/\lambda$ to leading order. The integral of $x\,e^{-2\lambda x}$ times this bracket is

$$-\frac1{\lambda^2}\cdot\frac1{4\lambda^2}-\frac1\lambda\cdot\frac{2}{8\lambda^3}=-\frac1{2\lambda^4} ,$$

which is $2/(3\lambda)$ relative to $-3/(4\lambda^3)$. The elementary integral above, expanded one order further, has the relative correction $1/(3\lambda)-1/\lambda=-2/(3\lambda)$. The two cancel, so the corrections to (8) begin at relative order $\lambda^{-2}$.

The constant $C$ has no length in it: $n$ is an inverse length, and $n^2r\,dr$ is dimensionless. Contracting the orbital therefore leaves $C$ unchanged. For the hydrogenic 1s orbital with unit nuclear charge, $n=4r^2e^{-2r}$ and

$$C=\frac38\cdot16\int_0^\infty r^5e^{-4r}\,dr=6\cdot\frac{5!}{4^6}=\frac{45}{256}\approx0.1758 .$$

The numerical check computes $e_l$ for this pair without using the cusp, by diagonalizing $h$ in a radial basis for each $l$ and summing the second-order expression. The product $-e_l(l+\tfrac12)^4$ comes out as 0.1341, 0.1617, 0.1709 and 0.1736 hartree for $l=1$, 3, 6 and 10. Removing a correction of relative order $\lambda^{-2}$ with the values at $l=6$ and 10 gives a limit of 0.1753 hartree, 0.3 % below $C$. About 70 % of this small difference comes from the finite radial basis. In a converged basis the values at $l=6$ and 10 rise to 0.1710 and 0.1739 hartree and the limit to 0.1756 hartree. The remaining 0.1 % reflects corrections of higher order than $\lambda^{-2}$. The law is thus approached from below, and at $l=1$ it is still wrong by about a quarter.

It remains to add up the lost waves. The number $(l+\tfrac12)^{-4}$ is the value of $x^{-4}$ at the midpoint of the interval from $l$ to $l+1$, so the sum over $l>L$ is the midpoint estimate of an integral:

$$\sum_{l=L+1}^\infty\frac1{(l+\frac12)^4}\simeq\int_{L+1}^\infty\frac{dx}{x^4}=\frac1{3(L+1)^3} . \tag{9}$$

For $L=3$ the sum is 0.005054 and the integral 0.005208, which is 3 % larger. The missing waves have negative energies, so the truncated energy lies above the limit:

$$E_L\simeq E_\infty+\frac{C}{3}\,\frac1{(L+1)^3} . \tag{10}$$

One power of $l$ is lost in the summation, and the fourth power for a single wave becomes a third power for the total error.

## From the inverse-cube law to the weights and their use

The first half used these symbols and results. $E_X$ is the correlation energy in a basis with cardinal number $X$, and $E_\infty$ is its limit. Symmetry gives the estimate the form $E_\infty=E_X+k(E_X-E_Y)$. For an electron pair in an s orbital, treated to second order, the partial wave of angular momentum $l$ has an energy $e_l$ that tends to $-C(l+\tfrac12)^{-4}$. A basis that is complete up to angular momentum $L$, and empty beyond, therefore has an error proportional to $(L+1)^{-3}$.

A real basis set is not complete for any angular momentum. In the correlation-consistent sets cc-pV$X$Z, each step in $X$ adds one function of every angular momentum already present and opens a new one. For nitrogen the triple-zeta set holds 4 s, 3 p, 2 d and 1 f functions, which with their $2l+1$ components make $4+9+10+7=30$ functions. The radial and the angular description improve together, and the partial-wave result does not cover the radial part. A scaling estimate joins the two. Suppose that a basis with cardinal number $X$ resolves separations of the electrons down to a distance $\delta$ proportional to $1/X$, in all directions. The smooth part of $\psi_1$, which is not zero at coalescence, does not need this resolution. What the basis misses is the kink $\tfrac12r_{12}\psi_0$ at smaller separations. How the loss scales with $\delta$, though not its sign, can be estimated from the product of this kink with $W=1/r_{12}$. The factors $r_{12}$ cancel, and the estimate is proportional to a volume:

$$\int_0^\delta\frac1{r_{12}}\,r_{12}\;r_{12}^2\,dr_{12}=\frac{\delta^3}{3}\propto X^{-3} . \tag{11}$$

The three dimensions of space supply the exponent. The assumption about $\delta$ is a statement about how the family of basis sets was built, and it has to be judged by results. With it, the working hypothesis is

$$E_X=E_\infty+A\,X^{-3}, \tag{12}$$

with one constant $A$ for the whole family. The hypothesis fixes the power but not the origin from which $X$ is counted. The highest angular momentum in the nitrogen sets is $L=X$, and (10) would then suggest $(X+1)^{-3}$. In general,

$$(X+c)^{-3}=X^{-3}\left(1-\frac{3c}{X}+\dots\right),$$

so a shift $c$ does not alter the leading power as $X$ grows. At $X=3$ and $c=1$, however, the term $3c/X$ equals one, and the shift matters. Setting $c=0$ is a convention.

Given (12), the rest is algebra without approximation. Write the law for two different cardinal numbers and multiply each equation by its own cube:

$$X^3E_X=X^3E_\infty+A,\qquad Y^3E_Y=Y^3E_\infty+A .$$

The unknown $A$ now stands alone in both equations, and subtraction removes it:

$$X^3E_X-Y^3E_Y=(X^3-Y^3)E_\infty .$$

Since $X\neq Y$, the bracket is not zero and may be divided out:

$$E_\infty=\frac{X^3E_X-Y^3E_Y}{X^3-Y^3} . \tag{13}$$

Exchanging $X$ and $Y$ changes the sign of numerator and denominator together and leaves the result as it was. Subtracting the two forms of (12) directly gives the other unknown,

$$A=\frac{E_X-E_Y}{X^{-3}-Y^{-3}} . \tag{14}$$

For quadruple and triple zeta, $X=4$ and $Y=3$, the cubes are 64 and 27 and their difference is 37. Hence

$$E_\infty=\frac{64}{37}E_4-\frac{27}{37}E_3\approx1.7297\,E_4-0.7297\,E_3 . \tag{15}$$

The weight $64/37$ belongs to the quadruple-zeta energy and $-27/37$ to the triple-zeta energy. The weights add up to one, as the shift symmetry requires. Writing $64/37=1+27/37$ gives the equivalent form

$$E_\infty=E_4+\frac{27}{37}(E_4-E_3) , \tag{16}$$

which agrees with (2) for $p=3$, since $1/[(4/3)^3-1]=27/37$. The step from quadruple zeta to the limit is estimated as about 73 % of the step from triple to quadruple zeta. In a plot of energy against $X^{-3}$, the formula draws a straight line through two points and reads it off at zero.

A weight larger than one and a negative weight are the mark of an extrapolation, and they have a price. If each energy carries an error of at most $\eta$, the estimate can be wrong by as much as $(64+27)\eta/37\approx2.5\,\eta$, which happens when the two errors have opposite signs. An error common to both energies passes through unchanged.

The formula can be tried first where the law behind it is known. For the hydrogenic pair, the partial sums of $e_l$ through $L=2$ and $L=3$ correspond to $L+1=3$ and 4, so (15) applies with no question of a shift. By (16) the correction to the second sum is $\tfrac{27}{37}e_3$. With $e_3=-1.0776\times10^{-3}$ hartree this is $-0.786\times10^{-3}$ hartree, while the waves beyond $l=3$ carry $-0.853\times10^{-3}$ hartree (the waves up to $l=12$ as computed, and the small rest estimated from (10) with $L=12$). The extrapolation recovers 92 % of what is missing. The shortfall has two sources. Even for a pure fourth-power law, $\tfrac{27}{37}(3.5)^{-4}=0.00486$ falls short of the tail sum 0.00505. In addition, $-e_l(l+\tfrac12)^4$ still rises with $l$, so the wave $l=3$ is too small a sample of the later ones.

For an application, take the free nitrogen atom in its quartet ground state, with three 2p electrons of parallel spin. The level of theory is unrestricted Hartree-Fock followed by second-order Møller-Plesset theory (UMP2) with the 1s electrons uncorrelated. Core correlation, correlation beyond second order and relativity are left out, so the limit sought is that of this model and not the correlation energy of the real atom. The sets cc-pVTZ, cc-pVQZ and cc-pV5Z, with 30, 55 and 91 functions, give in hartree

$$E_3=-0.095931,\qquad E_4=-0.103878,\qquad E_5=-0.107088 .$$

The first two enter the formula:

$$E_4-E_3=-0.007947,\qquad \frac{27}{37}(E_4-E_3)=-0.005799,$$

$$E_\infty^{(3,4)}=-0.103878-0.005799=-0.109677 .$$

The main result is thus $-0.1097$ hartree, or $-288$ kJ/mol. The weighted form (15) gives the same number, as $-0.179681+0.070004$. Equation (14) gives the slope,

$$A=\frac{-0.007947}{1/64-1/27}=0.3711\ \text{hartree},$$

which is positive because the energies descend towards the limit.

The third basis set allows a check. The law predicts $E_5=E_\infty^{(3,4)}+A/125=-0.106708$ hartree, and the computed value is lower by 0.00038 hartree. The steps between successive basis sets shrink more slowly than the law assumes. The same is seen from the ratio of successive steps, in which both $E_\infty$ and $A$ drop out:

$$\frac{E_4-E_3}{E_5-E_4}=\frac{1/64-1/27}{1/125-1/64}\approx2.81\quad\text{for the inverse-cube law.} \tag{17}$$

The computed ratio is 2.48. Applying (13) to quadruple and quintuple zeta gives $E_\infty^{(4,5)}=-0.110457$ hartree. This is an estimate with the same assumption built in, but it starts closer to the limit. Measured against it, the raw quadruple-zeta energy is too high by 0.0066 hartree and the extrapolated value by 0.0008 hartree. The formula has removed nearly nine tenths of the error so defined.

How much the convention about the origin of $X$ matters can be found by replacing $X$ with $X+1$. The factor in (16) becomes $64/(125-64)=64/61$ instead of $27/37$, and the estimate from triple and quadruple zeta drops to $-0.1122$ hartree, 0.0025 hartree below the unshifted one. From quadruple and quintuple zeta the shifted factor is $125/(216-125)=125/91$, and the estimate is

$$-0.107088+\frac{125}{91}(-0.003210)=-0.1115\ \text{hartree},$$

about 0.0010 hartree below its unshifted partner. The two conventions approach each other as $X$ grows, as they must if they share a limit. The step ratio for the shifted law is $(1/125-1/64)/(1/216-1/125)\approx2.26$, and the computed 2.48 lies between the two laws. This suggests, without proving it, that the limit lies between the two estimates from the larger sets, but it does not say where. For an atom the limit can be obtained by summing partial waves in a converged radial basis, and for this model it is $-0.1106$ hartree. That is 0.0001 hartree below the unshifted estimate from $(4,5)$, 0.0009 hartree above the shifted one, and 0.0009 hartree below the unshifted estimate from $(3,4)$. The spread of the conventions is a fairer measure of the uncertainty of a two-point result than the number of digits printed.

The correlation energy is a sum over different kinds of pairs, and not all of them obey the same law. Two electrons of the same spin have a spatial function that changes sign when they are exchanged, so it vanishes in proportion to $r_{12}$ at coalescence. In the estimate (11), $\psi_0$ then brings one factor $r_{12}$ and the non-smooth part of $\psi_1$ brings two, and the loss becomes

$$\int_0^\delta\frac1{r_{12}}\,r_{12}\,r_{12}^2\;r_{12}^2\,dr_{12}=\frac{\delta^5}5\propto X^{-5} .$$

The nitrogen results agree with this in direction. The step ratio is 3.16 for the same-spin part of the energy and 2.32 for the opposite-spin part, so the same-spin part converges faster. For a pure inverse fifth power the ratio is $(4^{-5}-3^{-5})/(5^{-5}-4^{-5})\approx4.8$ with the unshifted $X$, but $(5^{-5}-4^{-5})/(6^{-5}-5^{-5})\approx3.4$ with $X+1$. The computed 3.16 lies below both, and the strong dependence on the origin of $X$ means that these basis sets are too small to test the exponent. The opposite-spin part, to which the inverse cube is meant to apply, converges more slowly than the unshifted law. Measured against 2.81, the same-spin ratio is too large and the opposite-spin ratio too small. In the sum these departures partly compensate, and the total ratio lies nearer to 2.81 than the opposite-spin ratio does. Such compensation depends on the system and on the mixture of pairs.

The Hartree-Fock energy must be kept out of the formula. Hartree-Fock theory lets each electron move in the mean field of the others, its wave function has no kink at $r_{12}=0$, and the argument for the inverse cube does not apply. For nitrogen the energies are $-54.400686$, $-54.403718$ and $-54.404442$ hartree for $X=3$, 4 and 5. Their step ratio is 4.19, well above 2.81. If the cubes were applied to the first two, the result would be $-54.405930$ hartree, a drop of 0.0022 hartree below the quadruple-zeta value, whereas the next basis set lowers the energy by 0.0007 hartree. The complete-basis value is $-54.40455$ hartree, only 0.0001 hartree below the quintuple-zeta energy, so the formula overshoots by 0.0014 hartree. That is comparable with the error left in the correlation energy after extrapolation. A total energy is therefore better composed of the Hartree-Fock energy from the largest basis available and the extrapolated correlation energy.

The conditions for using (15) follow from its derivation. Both energies must come from the same family of basis sets, the same geometry and the same treatment of the core, since otherwise $A$ is not common to them. The radial description must keep pace with the angular one, or be complete already as for the hydrogenic pair, since otherwise the resolution $\delta$ is not proportional to $1/X$. The sets must also be large enough for the leading power to dominate. The estimate is not variational: a straight line through two points can end above or below the true limit. For nitrogen the pair $(3,4)$ ends above the estimate from $(4,5)$, because the computed step ratio is smaller than that of the law; with a larger ratio it would have ended below.

## Numbers as computed

```
weight of quadruple zeta: 64/37 = 1.72973
weight of triple zeta: -27/37 = -0.72973
C from the cusp formula: 0.175781 Eh
C from diagonalization, high-l limit: 0.17528 Eh
l=1: e_l = -2.6495e-02 Eh, -e_l*(l+1/2)^4 = 0.1341 Eh
l=2: e_l = -3.9060e-03 Eh, -e_l*(l+1/2)^4 = 0.1526 Eh
l=3: e_l = -1.0776e-03 Eh, -e_l*(l+1/2)^4 = 0.1617 Eh
l=6: e_l = -9.5745e-05 Eh, -e_l*(l+1/2)^4 = 0.1709 Eh
l=10: e_l = -1.4283e-05 Eh, -e_l*(l+1/2)^4 = 0.1736 Eh
sum over l>3 of (l+1/2)^-4: 0.005054
integral estimate of that sum: 0.005208
pair energy missing beyond L=3: -8.5345e-04 Eh
part supplied by extrapolation: -7.8637e-04 Eh
fraction recovered: 92.1 %
N atom X=3: 30 functions, UHF energy -54.400686 Eh
  UMP2 correlation -0.095931 Eh, opposite-spin -0.066587 Eh, same-spin -0.029344 Eh
N atom X=4: 55 functions, UHF energy -54.403718 Eh
  UMP2 correlation -0.103878 Eh, opposite-spin -0.072646 Eh, same-spin -0.031232 Eh
N atom X=5: 91 functions, UHF energy -54.404442 Eh
  UMP2 correlation -0.107088 Eh, opposite-spin -0.075259 Eh, same-spin -0.031830 Eh
step ratio (E4-E3)/(E5-E4):
  inverse-cube law 2.808, UMP2 2.475
  opposite-spin 2.319, same-spin 3.159, UHF 4.189
amplitude A from X=3,4: 0.371146 Eh
E4-E3 of UMP2 correlation: -0.007947 Eh
correction added to E4: -0.005799 Eh
extrapolated correlation (3,4): -0.109677 Eh = -287.96 kJ/mol
extrapolated correlation (4,5): -0.110457 Eh
(3,4) minus (4,5) limit: 0.000781 Eh
raw X=4 minus (4,5) limit: 0.006580 Eh
X=5 value predicted from X=3,4: -0.106708 Eh
limit from X=3,4 with X+1 in the law: -0.112215 Eh
UHF energy if extrapolated by cubes (3,4): -54.405930 Eh
```
